\section*{Elastic curvature of a bilayer and the correction to Stoney's formula}

\section{A tenth of the thickness, a quarter of the curvature}

A copper film 10 µm thick on a silicon die 100 µm thick, with a misfit strain of $7.0\times10^{-4}$, should bend the die to a curvature of $4.43\ \mathrm{m^{-1}}$ according to Stoney's formula. The elastic bilayer with the same data has a curvature of $3.27\ \mathrm{m^{-1}}$, which is 26\% lower, although the film has only a tenth of the substrate's thickness. If Stoney's formula is then used in reverse on the curvature $3.27\ \mathrm{m^{-1}}$, it returns a film stress of 98 MPa. The film would carry 133 MPa on a rigid flat die, and it carries 89 MPa on average once the real die has contracted and bent. The inferred stress is neither of these.

Both discrepancies follow from the bilayer solution. The leading relative correction to Stoney's curvature is $h_f/h_s-4h_fM_f/(h_sM_s)$, so it depends on the moduli as well as on the thickness ratio. The conversion from the inferred stress is different for each of the two film stresses.

\section{Definitions and the elastic field}

The substrate has thickness $h_s$, Young's modulus $E_s$, Poisson ratio $\nu_s$ and biaxial modulus $M_s=E_s/(1-\nu_s)$. The film has $h_f$, $E_f$, $\nu_f$ and $M_f$. Define
\begin{equation}
h=\frac{h_f}{h_s},\qquad m=\frac{M_f}{M_s}.
\end{equation}
The coordinate $z$ is measured from the substrate midplane towards the film, so the film occupies $h_s/2<z<h_s/2+h_f$. The misfit strain $e_m$ is the equal biaxial elastic strain that the film would have on a rigid flat substrate, and $\sigma_m=M_fe_m$ is the misfit stress. Tension is positive. Curvature $\kappa$ is positive when the plate is concave on the film side.

The layers are linear elastic and perfectly bonded, the misfit is uniform, the substrate is flat when free of stress, and rotations and deflections are small. In cylindrical coordinates take
\begin{equation}
u_r=(e_0-\kappa z)\,r,\qquad u_z=\tfrac12\kappa r^2+w(z).
\label{eq:field}
\end{equation}
The radial strain $\partial u_r/\partial r$ and the hoop strain $u_r/r$ both equal $e_0-\kappa z$. The shear strain vanishes because $\partial u_r/\partial z+\partial u_z/\partial r=-\kappa r+\kappa r=0$. The in-plane elastic strain is therefore
\begin{equation}
\varepsilon(z)=\begin{cases}e_0-\kappa z,&\text{substrate},\\ e_0-\kappa z+e_m,&\text{film}.\end{cases}
\end{equation}
With $\sigma_{rr}=\sigma_{\theta\theta}=\sigma$ and $\sigma_{zz}=0$, Hooke's law reads
\begin{equation}
\varepsilon=\frac{\sigma-\nu\sigma}{E}\ \Rightarrow\ \sigma=M\varepsilon,
\qquad
\varepsilon_{zz}=-\frac{2\nu\sigma}{E}=-\frac{2\nu}{1-\nu}\,\varepsilon .
\end{equation}
The second relation fixes $w'(z)$ in each layer, and a misfit along $z$ merely adds a constant to $w'$. The constants of integration are chosen so that $w$ is continuous at the interface.

This stress satisfies three-dimensional equilibrium. In the radial equation, $\partial\sigma_{rr}/\partial r$, $\partial\sigma_{rz}/\partial z$ and $(\sigma_{rr}-\sigma_{\theta\theta})/r$ vanish separately. In the normal equation every term contains $\sigma_{rz}$ or $\sigma_{zz}$. The faces carry no traction, and displacement and traction are continuous across the interface. Equation \eqref{eq:field} is thus a solution of linear elasticity for any thickness ratio, without the assumptions of plate theory.

What remains is the rim. There $\sigma(z)$ should vanish at every height, whereas the solution can satisfy this only for the net force and net moment. By Saint-Venant's principle the local disturbance decays over a distance of the order of the thickness. Finite-element discs with $h=0.4$, $E_f/E_s=1.5$, $\nu_s=0.20$ and $\nu_f=0.35$ had curvatures that differed from the formula derived below by about $-0.1\%$ at radius $10h_s$ and half as much at $20h_s$. The rim thus also leaves a small change in the interior curvature, which falls off as the inverse of the radius. The word exact refers here to the solution in a wide plate, away from its rim.

Cubic layers with a (001) or (111) normal obey the same relation $\sigma=M\varepsilon$. Equal biaxial strain is unchanged by the fourfold or threefold rotation about the normal, so it can produce neither an in-plane shear traction, which would single out a direction, nor unequal in-plane stresses. Only the value of $M$ depends on the orientation.

\section{Force and moment balance}

The elastic energy density is $\frac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2$, so the energy per area is
\begin{equation}
U=M_s\!\int_{-h_s/2}^{h_s/2}\!(e_0-\kappa z)^2dz
+M_f\!\int_{h_s/2}^{h_s/2+h_f}\!(e_0-\kappa z+e_m)^2dz .
\end{equation}
Differentiation gives $\partial U/\partial e_0=2\int\sigma\,dz$ and $\partial U/\partial\kappa=-2\int\sigma z\,dz$. The energy is stationary when the net force and the net moment vanish. Its quadratic part is positive for any nonzero $(e_0,\kappa)$, so the stationary point is unique and is a minimum.

Let $\bar\sigma_f$ be the actual mean film stress and $z_f=(h_s+h_f)/2$ the height of the film's midplane. In the substrate the term linear in $z$ integrates to zero, and the force balance is
\begin{equation}
M_se_0h_s+\bar\sigma_fh_f=0
\quad\Rightarrow\quad
e_0=-\frac{h\,\bar\sigma_f}{M_s}.
\label{eq:force}
\end{equation}
For the moment, write $z=z_f+\zeta$ in the film, where $\sigma=\bar\sigma_f-M_f\kappa\zeta$. The cross terms are odd in $\zeta$ and vanish, so
\begin{equation}
-\frac{M_s\kappa h_s^3}{12}+\bar\sigma_fh_fz_f-\frac{M_f\kappa h_f^3}{12}=0 .
\end{equation}
Solving for $\kappa$ and dividing numerator and denominator by $h_s^3$ gives
\begin{equation}
\kappa=\frac{6\bar\sigma_fh_f(h_s+h_f)}{M_sh_s^3+M_fh_f^3}
=\frac{6\bar\sigma_f}{M_sh_s}\,\frac{h(1+h)}{1+mh^3}.
\label{eq:moment}
\end{equation}

The mean film stress is still unknown. Hooke's law at the film midplane supplies the third equation,
\begin{equation}
\bar\sigma_f=M_f(e_m+e_0-\kappa z_f).
\label{eq:law}
\end{equation}
From \eqref{eq:force}, $M_fe_0=-mh\,\bar\sigma_f$. From \eqref{eq:moment} and $z_f=h_s(1+h)/2$,
\begin{equation}
M_f\kappa z_f=\frac{3mh(1+h)^2}{1+mh^3}\,\bar\sigma_f .
\end{equation}
Moving both terms to the left side of \eqref{eq:law} gives
\begin{equation}
\bar\sigma_f\left[1+mh+\frac{3mh(1+h)^2}{1+mh^3}\right]=\sigma_m .
\label{eq:relax}
\end{equation}
Over the common denominator $1+mh^3$, the numerator of the bracket is
\begin{align}
\Delta&=(1+mh)(1+mh^3)+3mh(1+2h+h^2)\notag\\
&=1+mh+mh^3+m^2h^4+3mh+6mh^2+3mh^3\notag\\
&=1+4mh+6mh^2+4mh^3+m^2h^4 .
\label{eq:delta}
\end{align}
Hence
\begin{equation}
\frac{\bar\sigma_f}{\sigma_m}=\frac{1+mh^3}{\Delta},
\label{eq:mean}
\end{equation}
and insertion into \eqref{eq:moment} cancels the factor $1+mh^3$:
\begin{equation}
\boxed{\;\kappa=\frac{6e_m}{h_s}\,\frac{mh(1+h)}{1+4mh+6mh^2+4mh^3+m^2h^4}\;}
\label{eq:exact}
\end{equation}
A film in tension gives $\kappa>0$: it contracts and pulls its own side of the plate concave. The Poisson ratios enter only through $M_s$ and $M_f$. Direct numerical minimization of $U$ for $h$ from $0.001$ to $3$ and $m$ from $0.1$ to $4$ reproduced \eqref{eq:exact} and \eqref{eq:mean} to a relative accuracy of $10^{-9}$.

\section{Stoney's formula and its first correction}

Let $h\to0$ at fixed $m$. Then $(1+h)/\Delta\to1$, and \eqref{eq:exact} becomes Stoney's formula,
\begin{equation}
\kappa_{\rm St}=\frac{6e_mmh}{h_s}=\frac{6\sigma_mh_f}{M_sh_s^2}.
\label{eq:stoney}
\end{equation}
The ratio of the exact to the Stoney curvature is $(1+h)/\Delta$. To second order, $\Delta=1+\delta$ with $\delta=4mh+6mh^2$, and $1/(1+\delta)=1-\delta+\delta^2-\dots$ gives
\begin{align}
\frac{\kappa}{\kappa_{\rm St}}
&=(1+h)\left[1-4mh+(16m^2-6m)h^2+O(h^3)\right]\notag\\
&=1+(1-4m)h+(16m^2-10m)h^2+O(h^3).
\label{eq:series}
\end{align}
The last coefficient contains $-4m$ from the product of $h$ and $-4mh$.

The first-order term has three sources. The $+h$ is the longer lever arm: the film force acts at $h_s(1+h)/2$ from the substrate midplane, not at $h_s/2$. The $-4mh$ is relaxation of the film stress, and the bracket in \eqref{eq:relax} splits it into $-mh$ from uniform contraction of the substrate and $-3mh$ from bending. Relaxation wins when $m>1/4$, and Stoney's formula then overestimates the curvature of a thin film. For $m<1/4$ it underestimates it. At $m=1/4$ the linear terms cancel and the leading relative correction is $-\frac32h^2$.

The expansion needs $mh\ll1$ as well as $h\ll1$. For a thin but very stiff film, let $h\to0$ with $mh$ fixed. The terms $6mh^2$, $4mh^3$ and $m^2h^4$ then vanish, while $4mh$ stays:
\begin{equation}
\frac{\kappa}{\kappa_{\rm St}}\to\frac{1}{1+4mh}.
\end{equation}
A small thickness ratio therefore does not by itself justify Stoney's formula.

In the opposite limit, $h\to\infty$ at fixed $m$, the numerator of \eqref{eq:exact} tends to $mh^2$ and $\Delta$ to $m^2h^4$, so
\begin{equation}
\kappa\to\frac{6e_m}{h_s}\,\frac{1}{mh^2}=\frac{6M_se_mh_s}{M_fh_f^2}.
\end{equation}
This is Stoney's formula with the layers exchanged: the nominal substrate is now the thin stressed layer. Since $\kappa$ vanishes at both ends, the curvature at fixed $h_s$ and $e_m$ passes through a maximum as the film is thickened.

\section{Which stress a curvature measurement gives}

Stoney's formula applied to a measured curvature returns
\begin{equation}
\sigma_{\rm St}=\frac{\kappa M_sh_s^2}{6h_f}.
\label{eq:inferred}
\end{equation}
Inserting \eqref{eq:moment} and \eqref{eq:exact} in turn gives the two conversions
\begin{equation}
\bar\sigma_f=\sigma_{\rm St}\,\frac{1+mh^3}{1+h},
\qquad
\sigma_m=\sigma_{\rm St}\,\frac{\Delta}{1+h}.
\label{eq:convert}
\end{equation}
To first order these are $\bar\sigma_f\approx\sigma_{\rm St}(1-h)$ and $\sigma_m\approx\sigma_{\rm St}[1+(4m-1)h]$. The actual mean stress follows from a moment balance, so the film modulus enters it only through $mh^3$, the bending stiffness of the film itself. The misfit stress refers to a flat, uncontracted substrate, a state that the sample is not in. Reaching it requires undoing the relaxation, for which $M_f$ is needed at first order.

An implementation should evaluate \eqref{eq:exact} or \eqref{eq:convert} directly. All terms of $\Delta$ are positive, so no cancellation occurs, and the series offers no saving. If the bare substrate is slightly curved, $\kappa$ is the change in curvature, provided that the initial deflection is small as well. On a large wafer this condition is strict. If the 300 mm wafer treated below is already bowed by 30 µm, concave on the film side, stretching reduces the mean change in curvature by about 0.5\%, compared with 0.2\% for a wafer that starts flat.

\section{Copper on silicon}

The constants are rough typical values: $M_s=180$ GPa and $M_f=190$ GPa, with expansion coefficients of 3 and 17 ppm/K for silicon and copper. The film is taken to be free of stress at 75 °C and is used at 25 °C. On cooling, copper would contract more than silicon and is held stretched, so
\begin{equation}
e_m=(17-3)\times10^{-6}\times50=7.0\times10^{-4},\qquad \sigma_m=133\ \mathrm{MPa},
\end{equation}
and $m=190/180=1.056$. The first-order coefficient is $1-4m=-3.22$.

For the die, $h=0.1$ and
\begin{equation}
\kappa_{\rm St}=\frac{6(133\times10^{6})(10^{-5})}{(180\times10^{9})(10^{-4})^2}=4.43\ \mathrm{m^{-1}} .
\end{equation}
The denominator is $\Delta=1+0.4222+0.0633+0.0042+0.0001=1.490$. The ratio is $1.1/1.490=0.738$, which gives $\kappa=3.27\ \mathrm{m^{-1}}$, a radius of curvature of 0.306 m. Of the 0.490 by which $\Delta$ exceeds 1, the term $4mh$ supplies 0.422. The second case is a 1 µm film on a wafer 775 µm thick and 300 mm in diameter.

\begin{center}
\begin{tabular}{lcc}
 & wafer & die\\ \hline
$h$ & 0.00129 & 0.100\\
Stoney ($\mathrm{m^{-1}}$) & 0.007381 & 4.43\\
first order ($\mathrm{m^{-1}}$) & 0.007351 & 3.00\\
second order ($\mathrm{m^{-1}}$) & 0.007351 & 3.33\\
exact ($\mathrm{m^{-1}}$) & 0.007351 & 3.27\\
$\bar\sigma_f$ (MPa) & 132.3 & 89.4\\
$\sigma_{\rm St}$ (MPa) & 132.4 & 98.2
\end{tabular}
\end{center}

For the wafer, Stoney's formula is 0.4\% too high and the first-order term removes the error to the digits shown. For the die, the first-order curvature is 8\% below the exact one and the second-order curvature 2\% above it. At this $m$ the exact curvature falls 1\% below Stoney's at $h=0.0031$, and the first-order term predicts the same value.

The stresses confirm \eqref{eq:convert}. For the die, $98.2\times1.001/1.1=89.4$ MPa is the actual mean stress and $98.2\times1.490/1.1=133$ MPa is the misfit stress.

\section{Large deflection}

A flat disc cannot become a spherical cap without stretching. This sets a limit that the thickness ratio does not reveal. Consider a thin film on a disc of radius $a$, and let $\kappa_{\rm lin}$ be the curvature from \eqref{eq:exact}. For $u_z=\kappa r^2/2$ the membrane strains are $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$. Eliminating $u$ gives
\begin{equation}
\varepsilon_r-(r\varepsilon_\theta)'=\tfrac12\kappa^2r^2 .
\label{eq:compat}
\end{equation}
Equilibrium requires $\sigma_\theta=(r\sigma_r)'$, and the free rim requires $\sigma_r(a)=0$. Try $\sigma_r=C(a^2-r^2)$, which gives $\sigma_\theta=C(a^2-3r^2)$. By Hooke's law,
\begin{align}
E_s\varepsilon_r&=C[(1-\nu_s)a^2-(1-3\nu_s)r^2],\notag\\
E_s(r\varepsilon_\theta)'&=C[(1-\nu_s)a^2-3(3-\nu_s)r^2].
\end{align}
Their difference is $8Cr^2$, so \eqref{eq:compat} holds with $C=E_s\kappa^2/16$. With $s=r^2/a^2$, the averages over the disc of $(1-s)^2$, $(1-3s)^2$ and $(1-s)(1-3s)$ are $\frac13$, $1$ and $0$. The membrane energy is
\begin{equation}
U_m=\frac{\pi a^2h_s}{2E_s}\,C^2a^4\left(\tfrac13+1\right)=\frac{\pi a^6E_sh_s\kappa^4}{384}.
\end{equation}

The misfit enters the total energy $F$ through the term $-\frac{1}{12}M_sh_s^3\kappa_{\rm lin}\int\nabla^2u_z\,dA$, and $\int\nabla^2u_z\,dA=2\pi a\,u_z'(a)$. At the minimum, changes of shape do not alter $F$ to first order, so $dF_{\min}/d\kappa_{\rm lin}=-\frac16\pi aM_sh_s^3u_z'(a)$. To leading order in the nonlinearity, $F_{\min}$ is its linear value plus $U_m$ evaluated on the linear solution:
\begin{equation}
F_{\min}=-\frac{\pi a^2M_sh_s^3}{12}\kappa_{\rm lin}^2+\frac{\pi a^6E_sh_s}{384}\kappa_{\rm lin}^4 .
\end{equation}
Equating the derivatives and using $E_s/M_s=1-\nu_s$ gives
\begin{equation}
\frac{u_z'(a)}{a}=\kappa_{\rm lin}\left[1-\frac{(1-\nu_s)a^4\kappa_{\rm lin}^2}{16h_s^2}\right].
\label{eq:large}
\end{equation}
The quantity $u_z'(a)/a$ is the curvature averaged over the disc. For the wafer, with $\nu_s=0.28$, its relative shift is $-0.20\%$, and a nonlinear plate calculation gives the same figure. Silicon (001) is anisotropic in its plane, and an averaged Poisson ratio of about 0.18 would give $-0.23\%$. The deflected disc is also no longer spherical: with $\nu_s=0.28$ the curvature at the centre shifts by $-0.46\%$ and the bow by $-0.31\%$. These shifts are comparable to the thickness correction of $-0.41\%$, so adding the latter alone does not bring the wafer result to 0.1\%. Because of the factor $a^4$, the die, with an assumed radius of 2.5 mm, shifts by only $-0.19\%$ according to \eqref{eq:large}, although its curvature is over 400 times larger. The nonlinear plate calculation, which includes the stiffness of the film, gives $-0.15\%$.

\section{Comparison with real parts}

Micrometre-thick copper on full wafers and copper of about 10 µm on thinned power dies are real configurations. The stress-free temperature of 75 °C was chosen so that, with the constants above, the films stay elastic away from their rims. There the peak stress in the die's film is 92 MPa, close to a rough flow stress of 100 MPa for thick annealed copper. The wafer's film carries 132 MPa and stays elastic only if its flow stress is higher; a rough 200 MPa is assumed for this thinner film. Where the interface meets the rim, the stress state changes. For the die with isotropic layers, $\nu_s=0.28$, $\nu_f=0.34$ and a square edge, a finite-element disc resolved to about 0.1 µm gives a largest von Mises stress in the film of about 95 MPa, still just below the assumed flow stress. Other elastic constants or edge shapes can change this value. Real films cooled from hotter anneals can yield, which breaks the assumption that $e_m$ is the full thermal mismatch. Equation \eqref{eq:moment} still holds if $\bar\sigma_f$ is the actual mean stress and the plastic strain is uniform. A film limited to a mean of 80 MPa would bend the die to $3.27\times80/89.4=2.9\ \mathrm{m^{-1}}$.

Texture matters too. With rough cubic constants for copper and the misfit strain held fixed, a (001) film has $M_f=121$ GPa and gives $2.36\ \mathrm{m^{-1}}$, while a (111) film has 260 GPa and gives $3.99\ \mathrm{m^{-1}}$. These lie 28\% below and 22\% above the value for 190 GPa. Both are elastic values. The (111) film would have to carry 109 MPa on average, more than the flow stress of 100 MPa assumed above. The flow stress depends on texture as well. Under equal biaxial stress the largest Schmid factor is 0.27 for (111) and 0.41 for (001). If the 100 MPa refers to random texture, scaling it by the ratio of Taylor factors $3.67/3.06$ gives about 120 MPa for (111). These rough numbers therefore do not decide whether such a film yields. Predicting curvature from strain thus requires the texture, whereas \eqref{eq:convert} yields the mean stress of the die's film almost independently of it.

Temperature acts through $e_m$. At 85 °C the misfit is compressive and the die's curvature is $-0.65\ \mathrm{m^{-1}}$, convex on the film side. For the wafer, gravity is the largest disturbance estimated here: supported at its edge, it sags by 104 µm, more than the 83 µm bow due to the film. The sag must be removed before a correction of 0.4\% has any meaning. Subtracting a measurement of the bare wafer on the same support removes most of it, but not exactly, mainly because large deflections do not add linearly. For an isotropic plate supported at its edge, with the weight and stiffness of the copper included, the bow left after subtraction is about 3\% below the linear value with the film facing up and about 1\% below it with the film facing down. Both errors exceed the correction of 0.4\%, so at that accuracy film and gravity must be treated together in a nonlinear calculation. Patterned copper and further layers make the misfit non-uniform or add terms to the balances, and their effect is not estimated here.

\section*{Computed results}
\begin{verbatim}
biaxial moduli Si, Cu (rough): 180, 190 GPa
Poisson ratios Si, Cu (rough): 0.28, 0.34
expansion Si, Cu (rough): 3, 17 ppm/K
stress-free and use temperature: 75, 25 C
misfit strain e_m: 7.00e-04
misfit stress M_f e_m: 133.0 MPa
modulus ratio m: 1.0556
first-order coefficient 1-4m: -3.2222
second-order coefficient 16m^2-10m: 7.2716
A wafer: h_s 775 um, h_f 1 um, radius 150.0 mm, h 0.00129
A wafer: Stoney curvature 0.007381 1/m
A wafer: first-order curvature 0.007351 1/m
A wafer: second-order curvature 0.007351 1/m
A wafer: exact curvature 0.007351 1/m, radius of curvature 136.0433 m
A wafer: exact/Stoney 0.995854
A wafer: bow of the disc 82.69 um
A wafer: mean film stress 132.28 MPa, at interface 132.28 MPa
A wafer: stress inferred by Stoney 132.45 MPa
A wafer: flow stress of Cu (rough input) 200 MPa
A wafer: large-deflection shift of curvature -0.2025 %
A wafer: its change from 4 to 6 basis terms 3.3e-13 %
A wafer: same shift from spherical-cap formula -0.2037 %
A wafer: Si density (rough) 2300 kg/m3
A wafer: gravity sag on edge support 103.6 um
B die: h_s 100 um, h_f 10 um, radius 2.5 mm, h 0.10000
B die: Stoney curvature 4.433333 1/m
B die: first-order curvature 3.004815 1/m
B die: second-order curvature 3.327189 1/m
B die: exact curvature 3.273174 1/m, radius of curvature 0.3055 m
B die: exact/Stoney 0.738310
B die: bow of the disc 10.23 um
B die: mean film stress 89.36 MPa, at interface 92.47 MPa
B die: stress inferred by Stoney 98.20 MPa
B die: flow stress of Cu (rough input) 100 MPa
B die: large-deflection shift of curvature -0.1524 %
B die: its change from 4 to 6 basis terms 8.9e-14 %
B die: exact curvature at 85 C -0.6546 1/m
Cu c11, c12, c44 (rough): 170, 120, 75 GPa
B die: Cu (001) texture: M_f 120.6 GPa, curvature 2.3611 1/m
B die: Cu (111) texture: M_f 259.9 GPa, curvature 3.9937 1/m
h at which exact/Stoney = 0.99: 0.00313
same from first-order term: 0.00310
finite-element disc, h 0.4: error at radius 10 h_s -0.0932 %
finite-element disc: error at radius 20 h_s -0.0463 %
\end{verbatim}
